# Length and velocity oscillator strengths with a Fock operator: a program that tests the result

```python
# Result under test (atomic units, one dimension, closed shells):
#   h = p^2/2 + v_local + alpha*Vx,  Vx(x,x') = -gamma(x,x') w(x-x')
#   velocity of h:  v = i[h,x] = p + i alpha [Vx,x],  not p alone.
# Independent-particle strengths agree in length and velocity form with v,
# not with p. With the exchange kernel in the response (TDHF), bare p is right.
# Symbols: gamma = one-spin density matrix, w = soft Coulomb repulsion,
#   x_ai, d_ai, c_ai = elements of x, d/dx, [Vx,x] (a empty, i occupied),
#   f_L, f_v, f_p = strengths from x, from v, from p (both spins included).
import numpy as np
from scipy.linalg import eigh, expm, cholesky, solve_triangular
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N_OCC = 2
N_EL = 2 * N_OCC
QUARTIC = 0.05


class Grid:
    def __init__(self, n, length):
        self.n, self.step = n, length / n
        s = self.step
        self.x = (np.arange(n) - (n - 1) / 2) * s
        diff = np.arange(n)[:, None] - np.arange(n)[None, :]
        safe = np.where(diff == 0, 1, diff)
        sign = 1.0 - 2.0 * (np.abs(diff) % 2)
        # sinc-basis kinetic energy
        self.kinetic = np.where(diff == 0, np.pi**2 / (6 * s**2),
                                sign / (safe * s)**2)
        # derivative by Fourier transform, independent of the kinetic matrix
        k = 2 * np.pi * np.fft.fftfreq(n, s)
        k[n // 2] = 0.0
        self.deriv = np.fft.ifft(1j * k[:, None] * np.fft.fft(np.eye(n), axis=0),
                                 axis=0).real
        self.shift = self.x[None, :] - self.x[:, None]      # x' - x
        self.w = 1 / np.sqrt(self.shift**2 + 1)


def scf(g, alpha, quartic=QUARTIC, field=0.0):
    """Self-consistent orbitals; (1-alpha) of exchange is the Slater potential."""
    core = g.kinetic + np.diag(g.x**2 / 2 + quartic * g.x**4 + field * g.x)
    orb = eigh(core)[1]
    gamma = orb[:, :N_OCC] @ orb[:, :N_OCC].T
    for _ in range(1000):
        dens = np.diag(gamma)
        vx = -gamma * g.w
        slater = np.sum(gamma * vx, axis=1) / np.maximum(dens, 1e-300)
        h = core + np.diag(2 * g.w @ dens + (1 - alpha) * slater) + alpha * vx
        en, orb = eigh(h)
        new = orb[:, :N_OCC] @ orb[:, :N_OCC].T
        if np.max(np.abs(new - gamma)) < 1e-11:
            return dict(h=h, en=en, orb=orb, gamma=new, vx=vx, alpha=alpha)
        gamma = 0.5 * gamma + 0.5 * new
    raise RuntimeError("self-consistency not reached")


def elements(g, s):
    occ, vir = s["orb"][:, :N_OCC], s["orb"][:, N_OCC:]
    omega = s["en"][N_OCC:, None] - s["en"][None, :N_OCC]
    x_ai = vir.T @ (g.x[:, None] * occ)
    d_ai = vir.T @ (g.deriv @ occ)
    c_ai = vir.T @ ((s["vx"] * g.shift) @ occ)
    f_len = 4 * omega * x_ai**2
    f_vel = 4 * (-d_ai + s["alpha"] * c_ai)**2 / omega
    f_mom = 4 * d_ai**2 / omega
    return omega, x_ai, d_ai, c_ai, f_len, f_vel, f_mom


def response_matrices(g, s):
    """A+B (Hartree and exchange kernels only) and A-B, pair order (i,a)."""
    occ, vir = s["orb"][:, :N_OCC], s["orb"][:, N_OCC:]
    nv = vir.shape[1]
    size = N_OCC * nv
    pair = (occ[:, :, None] * vir[:, None, :]).reshape(g.n, size)
    coul = pair.T @ g.w @ pair                               # (ia|jb)
    cross = coul.reshape(N_OCC, nv, N_OCC, nv).transpose(0, 3, 2, 1)
    cross = cross.reshape(size, size)                        # (ib|ja)
    direct = np.zeros((N_OCC, nv, N_OCC, nv))                # (ij|ab)
    for i in range(N_OCC):
        for j in range(N_OCC):
            pot = g.w @ (occ[:, i] * occ[:, j])
            direct[i, :, j, :] = vir.T @ (pot[:, None] * vir)
    direct = direct.reshape(size, size)
    gaps = (s["en"][None, N_OCC:] - s["en"][:N_OCC, None]).ravel()
    plus = np.diag(gaps) + 4 * coul - s["alpha"] * (direct + cross)
    minus = np.diag(gaps) - s["alpha"] * (direct - cross)
    return plus, minus


def tdhf(g, s):
    plus, minus = response_matrices(g, s)
    low = cholesky((minus + minus.T) / 2, lower=True)
    prod = low.T @ plus @ low
    om2, z = eigh((prod + prod.T) / 2)
    assert om2[0] > 0
    om = np.sqrt(om2)
    x_plus_y = (low @ z) / np.sqrt(om)
    x_minus_y = solve_triangular(low.T, z, lower=False) * np.sqrt(om)
    _, x_ai, d_ai, *_ = elements(g, s)
    f_len = 4 * om * (x_ai.T.ravel() @ x_plus_y)**2
    f_mom = 4 * (d_ai.T.ravel() @ x_minus_y)**2 / om
    return om, f_len, f_mom


def strongest(f_len):
    return np.unravel_index(np.argmax(f_len), f_len.shape)


g = Grid(128, 16.0)
print(f"electrons: {N_EL}; well x^2/2 + {QUARTIC} x^4 (a.u.)")
print(f"grid: {g.n} points, spacing {g.step:.3f} bohr")

# --- full exchange: element identity, strengths and sum rules ---
hf = scf(g, 1.0)
omega, x_ai, d_ai, c_ai, f_L, f_v, f_p = elements(g, hf)
assert np.max(np.abs(omega * x_ai - (-d_ai + c_ai))) < 1e-7
assert np.max(np.abs(f_L - f_v)) < 1e-7
print("HF orbital energies 1-4 (hartree):",
      " ".join(f"{e:.5f}" for e in hf["en"][:4]))
print("Strongest HF independent-particle lines (a.u.):")
for flat in np.argsort(f_L.ravel())[::-1][:3]:
    a, i = np.unravel_index(flat, f_L.shape)
    sg = np.sign(x_ai[a, i])
    print(f" {i+1}->{a+N_OCC+1}: omega={omega[a,i]:.5f} x={sg*x_ai[a,i]:.5f}"
          f" omega*x={sg*omega[a,i]*x_ai[a,i]:.5f}")
    print(f"   -d={-sg*d_ai[a,i]:.5f} c={sg*c_ai[a,i]:.5f}"
          f" f_L={f_L[a,i]:.5f} f_v={f_v[a,i]:.5f} f_p={f_p[a,i]:.5f}")

S_L, S_p = f_L.sum(), f_p.sum()
S_mixed = -4 * np.sum(x_ai * d_ai)
excess = 2 * np.sum(hf["gamma"]**2 * g.w * g.shift**2)
assert abs(S_L - (N_EL + excess)) < 1e-7
assert abs(S_mixed - N_EL) < 1e-7
assert S_p >= N_EL**2 / S_L - 1e-9
print(f"sum f_L = {S_L:.5f}; N + exchange integral = {N_EL+excess:.5f}")
print(f"sum f_p = {S_p:.5f}; lower bound N^2/S_L = {N_EL**2/S_L:.5f}")
print(f"sum of mixed x-p form = {S_mixed:.5f}")

# --- wavepacket under frozen h: time derivative of <x> ---
a, i = strongest(f_L)
sg = np.sign(x_ai[a, i])
psi = (hf["orb"][:, i] + 1j * sg * hf["orb"][:, a + N_OCC]) / np.sqrt(2)
dt = 1e-3
step_op = expm(-1j * hf["h"] * dt)
ahead, behind = step_op @ psi, step_op.conj().T @ psi
speed = (np.sum(g.x * abs(ahead)**2) - np.sum(g.x * abs(behind)**2)) / (2 * dt)
mom = (psi.conj() @ (-1j * (g.deriv @ psi))).real
exch = (psi.conj() @ (1j * ((hf["vx"] * g.shift) @ psi))).real
assert abs(speed - mom - exch) < 1e-5
assert abs(speed - mom) > 1e-2
print(f"wavepacket (a.u.): d<x>/dt={speed:.5f} <p>={mom:.5f}"
      f" exchange part={exch:.5f}")

# --- static polarizability of frozen h by finite field ---
E = 1e-3


def dipole_from_h(h):
    occ = eigh(h)[1][:, :N_OCC]
    return 2 * np.sum(g.x[:, None] * occ**2)


pol_frozen = -(dipole_from_h(hf["h"] + E * np.diag(g.x))
               - dipole_from_h(hf["h"] - E * np.diag(g.x))) / (2 * E)
pol_L, pol_p = np.sum(f_L / omega**2), np.sum(f_p / omega**2)
assert abs(pol_frozen - pol_L) < 1e-4
assert abs(pol_frozen - pol_p) > 1e-2
print(f"frozen-h polarizability (a.u.): finite field {pol_frozen:.4f},"
      f" from f_L {pol_L:.4f}, from f_p {pol_p:.4f}")

# --- constant vector potential: must not change the energies ---
A = 3e-3
coupled = hf["h"] - 1j * A * g.deriv + A**2 / 2 * np.eye(g.n)
phased = coupled + hf["vx"] * (np.exp(1j * A * g.shift) - 1)
base = hf["en"][:N_OCC].sum()
shift_bare = 2 * (eigh(coupled)[0][:N_OCC].sum() - base) / (A**2 / 2)
shift_phased = 2 * (eigh(phased)[0][:N_OCC].sum() - base) / (A**2 / 2)
assert abs(shift_bare - (N_EL - S_p)) < 1e-3
assert abs(shift_phased) < 1e-4
assert abs(shift_bare) > 1e-2
print(f"energy shift/(A^2/2): Vx unchanged {shift_bare:.4f},"
      f" N - sum f_p {N_EL-S_p:.4f}")
print(f"energy shift/(A^2/2) with phased Vx: {abs(shift_phased):.4f}")

# --- scan of the exchange fraction ---
print("Strongest line against exchange fraction alpha:")
for alpha in (0.0, 0.25, 0.5, 1.0):
    s = scf(g, alpha)
    om, xe, de, ce, fl, fv, fp = elements(g, s)
    a, i = strongest(fl)
    assert np.max(np.abs(fl - fv)) < 1e-6
    minus = response_matrices(g, s)[1]
    assert np.max(np.abs(minus @ xe.T.ravel() + de.T.ravel())) < 1e-6
    integral = 2 * alpha * np.sum(s["gamma"]**2 * g.w * g.shift**2)
    assert abs(fl.sum() - N_EL - integral) < 1e-6
    if alpha == 0.0:
        assert np.max(np.abs(fl - fp)) < 1e-6
    else:
        assert abs(fp[a, i] / fl[a, i] - 1) > 1e-2
    print(f" {alpha:.2f} {i+1}->{a+N_OCC+1}: omega={om[a,i]:.5f} hartree"
          f" f_L={fl[a,i]:.4f} f_p={fp[a,i]:.4f}")
    print(f"   f_p/f_L={fp[a,i]/fl[a,i]:.4f}"
          f" sum f_L={fl.sum():.4f} sum f_p={fp.sum():.4f}")

# --- TDHF: bare momentum becomes correct ---
Om, F_L, F_p = tdhf(g, hf)
assert np.max(np.abs(F_L - F_p)) < 1e-6
assert abs(F_L.sum() - N_EL) < 1e-6
print("Strongest TDHF lines:")
for n in np.argsort(F_L)[::-1][:2]:
    print(f" Omega={Om[n]:.5f} hartree f_L={F_L[n]:.5f} f_p={F_p[n]:.5f}")
print(f"TDHF sums: f_L {F_L.sum():.5f}, f_p {F_p.sum():.5f}")


def hf_dipole(field):
    return 2 * np.sum(g.x * np.diag(scf(g, 1.0, field=field)["gamma"]))


pol_scf = -(hf_dipole(E) - hf_dipole(-E)) / (2 * E)
pol_tdhf = np.sum(F_L / Om**2)
assert abs(pol_scf - pol_tdhf) < 1e-4
print(f"HF polarizability (a.u.): finite field {pol_scf:.4f},"
      f" TDHF sum {pol_tdhf:.4f}")
a, i = strongest(f_L)
top = np.argmax(F_L)
print(f"strongest line in eV: independent {omega[a,i]*HARTREE_EV:.3f},"
      f" TDHF {Om[top]*HARTREE_EV:.3f}")

# --- harmonic well: all dipole strength must lie at the well frequency 1 ---
harm = scf(g, 1.0, quartic=0.0)
Om_h, F_h, _ = tdhf(g, harm)
om_h, _, _, _, fl_h, _, fp_h = elements(g, harm)
top = np.argmax(F_h)
assert abs(Om_h[top] - 1) < 1e-6 and abs(F_h[top] - N_EL) < 1e-6
a, i = strongest(fl_h)
print(f"harmonic well, TDHF: Omega={Om_h[top]:.6f} hartree f={F_h[top]:.6f}")
print(f"harmonic well, independent: omega={om_h[a,i]:.5f} hartree"
      f" f_L={fl_h[a,i]:.4f} f_p={fp_h[a,i]:.4f}")

# --- grid convergence ---
g2 = Grid(150, 17.0)
worst = 0.0
for alpha in (0.25, 1.0):
    r1, r2 = elements(g, scf(g, alpha)), elements(g2, scf(g2, alpha))
    k1, k2 = strongest(r1[4]), strongest(r2[4])
    for q in (0, 4, 6):
        worst = max(worst, abs(r1[q][k1] - r2[q][k2]))
assert worst < 1e-6
print(f"largest change on a second grid below 1e-6: {worst < 1e-6}")
print("all good")
```

Printed output:

```
electrons: 4; well x^2/2 + 0.05 x^4 (a.u.)
grid: 128 points, spacing 0.125 bohr
HF orbital energies 1-4 (hartree): 2.55665 3.55606 5.21856 6.47821
Strongest HF independent-particle lines (a.u.):
 2->3: omega=1.66249 x=0.92751 omega*x=1.54198
   -d=1.06957 c=0.47241 f_L=5.72082 f_v=5.72082 f_p=2.75244
 1->4: omega=3.92156 x=0.05381 omega*x=0.21100
   -d=0.12580 c=0.08520 f_L=0.04541 f_v=0.04541 f_p=0.01614
 2->5: omega=4.22947 x=0.01379 omega*x=0.05833
   -d=0.08449 c=-0.02616 f_L=0.00322 f_v=0.00322 f_p=0.00675
sum f_L = 5.77032; N + exchange integral = 5.77032
sum f_p = 2.77535; lower bound N^2/S_L = 2.77281
sum of mixed x-p form = 4.00000
wavepacket (a.u.): d<x>/dt=1.54198 <p>=1.06957 exchange part=0.47241
frozen-h polarizability (a.u.): finite field 2.0730, from f_L 2.0730, from f_p 0.9973
energy shift/(A^2/2): Vx unchanged 1.2246, N - sum f_p 1.2246
energy shift/(A^2/2) with phased Vx: 0.0000
Strongest line against exchange fraction alpha:
 0.00 2->3: omega=1.10549 hartree f_L=3.9764 f_p=3.9764
   f_p/f_L=1.0000 sum f_L=4.0000 sum f_p=4.0000
 0.25 2->3: omega=1.24339 hartree f_L=4.4231 f_p=3.5730
   f_p/f_L=0.8078 sum f_L=4.4497 sum f_p=3.5961
 0.50 2->3: omega=1.38221 hartree f_L=4.8628 f_p=3.2472
   f_p/f_L=0.6678 sum f_L=4.8945 sum f_p=3.2700
 1.00 2->3: omega=1.66249 hartree f_L=5.7208 f_p=2.7524
   f_p/f_L=0.4811 sum f_L=5.7703 sum f_p=2.7754
Strongest TDHF lines:
 Omega=1.25359 hartree f_L=3.98750 f_p=3.98750
 Omega=3.71867 hartree f_L=0.00661 f_p=0.00661
TDHF sums: f_L 4.00000, f_p 4.00000
HF polarizability (a.u.): finite field 2.5384, TDHF sum 2.5384
strongest line in eV: independent 45.239, TDHF 34.112
harmonic well, TDHF: Omega=1.000000 hartree f=4.000000
harmonic well, independent: omega=1.36775 hartree f_L=6.0605 f_p=2.6197
largest change on a second grid below 1e-6: True
all good
```
